\section*{Gaussian-process nudged elastic band on the Muller-Brown surface, with call counts}

\section{What symmetry fixes}

A surrogate for a potential $V(\mathbf x)$ needs a prior covariance between energies and gradients at two points $\mathbf x$ and $\mathbf x'$. Suppose that the prior prefers no position and no direction. With $\mathbf d=\mathbf x-\mathbf x'$, the energy covariance can then depend on $|\mathbf d|$ alone. An energy--gradient covariance is a vector built from $\mathbf d$, so it is proportional to $d_i$. A gradient--gradient covariance is a tensor of the form $\alpha\delta_{ij}+\beta d_id_j$. If the prior has one energy scale $s$ and one length $l$, dimensions require prefactors $s^2$, $s^2/l^2$ and, for $\alpha$ and $\beta$, $s^2/l^2$ and $s^2/l^4$, each times a function of $|\mathbf d|/l$. The choice left open is one scalar function. Here it is a Gaussian,
\begin{equation}
\mathrm{cov}(V,V')=s^2K,\qquad K=e^{-|\mathbf d|^2/2l^2}.
\end{equation}

Differentiation is linear, so it passes through the covariance. Since $\partial d_j/\partial x'_j=-1$, a derivative with respect to the primed point has the opposite sign to one with respect to the unprimed point:
\begin{align}
\mathrm{cov}(V,\partial'_jV')&=s^2\,\partial'_jK=s^2K\,d_j/l^2,\\
\mathrm{cov}(\partial_iV,V')&=s^2\,\partial_iK=-s^2K\,d_i/l^2,\\
\mathrm{cov}(\partial_iV,\partial'_jV')&=s^2\,\partial_i\!\left(K\frac{d_j}{l^2}\right)
=s^2K\left(\frac{\delta_{ij}}{l^2}-\frac{d_id_j}{l^4}\right).
\end{align}
At $\mathbf d=0$ the energy and gradient are uncorrelated, and each gradient component has prior deviation $s/l$.

The task is to relax a nudged elastic band (NEB) between two minima with few evaluations of the true surface. One \emph{true call} returns $V$ and $\nabla V$ at one point. The two end points are minimized beforehand; their data are given to every method and are not counted.

\section{The surrogate}

\subsection{Posterior mean and variance}

Let $M$ points in $D$ dimensions have been evaluated. Collect $n=M(1+D)$ numbers in $\mathbf y$: the energies minus a constant $m$, then the gradients. Their covariance is $s^2C$, where $C$ holds the blocks above divided by $s^2$, plus $\epsilon$ on the diagonal. Let $s^2\mathbf k$ be the row of covariances between $V(\mathbf x)$ and the data. Define the residual
\begin{equation}
r=V(\mathbf x)-m-\mathbf kC^{-1}\mathbf y .
\end{equation}
Its covariance with the data is $s^2(\mathbf k-\mathbf kC^{-1}C)=0$. For jointly Gaussian variables this means independence, so learning $\mathbf y$ changes neither the zero mean of $r$ nor its variance. Hence
\begin{align}
\hat V(\mathbf x)&=m+\mathbf kC^{-1}\mathbf y,\\
\sigma^2(\mathbf x)&=s^2\left(1-2\mathbf kC^{-1}\mathbf k^T+\mathbf kC^{-1}CC^{-1}\mathbf k^T\right)
=s^2\left(1-\mathbf kC^{-1}\mathbf k^T\right).
\label{eq:var}
\end{align}

Write $C^{-1}\mathbf y$ as a number $a_p$ and a vector $\mathbf b_p$ for each data point $p$, and let $\mathbf d_p=\mathbf x-\mathbf x_p$. Then
\begin{align}
\hat V&=m+\sum_pK_p\left(a_p+\frac{\mathbf b_p\cdot\mathbf d_p}{l^2}\right),\\
\nabla\hat V&=\frac1{l^2}\sum_pK_p\left[\mathbf b_p-\mathbf d_p\left(a_p+\frac{\mathbf b_p\cdot\mathbf d_p}{l^2}\right)\right].
\end{align}
The second line follows from $\nabla K_p=-K_p\mathbf d_p/l^2$ and $\nabla(\mathbf b_p\cdot\mathbf d_p)=\mathbf b_p$. The surrogate force is therefore the exact derivative of the surrogate energy.

\subsection{Two limits}

Far from all data, $\mathbf k\to0$, so $\hat V\to m$ and $\sigma\to s$. Taking $m$ as the highest energy observed makes unexplored regions look high, which discourages the band from running into them.

Near a single data point, at distance $r$ and with $\epsilon=0$, $C$ is diagonal with entries $1$ and $1/l^2$. With $u=r^2/l^2$,
\begin{equation}
\frac{\sigma^2}{s^2}=1-K^2\left(1+\frac{r^2}{l^2}\right)=1-e^{-u}(1+u)\approx\frac{u^2}{2},
\end{equation}
so $\sigma\approx sr^2/(\sqrt2\,l^2)$. With the energy alone, $\sigma^2/s^2=1-e^{-u}\approx u$ and $\sigma\approx sr/l$. Gradients turn linear growth of the uncertainty into quadratic growth. For the final values of the example below, $s=37.2$ and $l=0.30$, a point at $r=0.05$ has $\sigma\approx0.73$ with gradients and $6.2$ without.

\subsection{Scale and length}

The probability density of the data is
\begin{equation}
p(\mathbf y)=(2\pi s^2)^{-n/2}(\det C)^{-1/2}\exp\left(-\frac{\mathbf y^TC^{-1}\mathbf y}{2s^2}\right).
\end{equation}
Setting the derivative of $\ln p$ with respect to $s^2$ to zero gives
\begin{equation}
-\frac{n}{2s^2}+\frac{\mathbf y^TC^{-1}\mathbf y}{2s^4}=0
\quad\Longrightarrow\quad
s^2=\frac{\mathbf y^TC^{-1}\mathbf y}{n}.
\label{eq:scale}
\end{equation}
At this $s$ the exponent is the constant $-n/2$. The length is thus the one that maximizes $-\tfrac n2\ln s^2-\tfrac12\ln\det C$, here on a grid of nine values from $0.2$ to $0.6$.

For given $l$, the image with the largest $\sigma$ depends on neither $s$ nor the measured values, only on where the data lie. The values enter the selection through $l$ and through the shape of the band.

\section{The band}

\subsection{Forces and tangents}

There are $N$ movable images $\mathbf R_i$ with forces $\mathbf F_i=-\nabla V(\mathbf R_i)$ and unit tangents $\mathbf t_i$. An ordinary image feels
\begin{equation}
\mathbf F_i-(\mathbf F_i\cdot\mathbf t_i)\mathbf t_i
+k_s\left(|\mathbf R_{i+1}-\mathbf R_i|-|\mathbf R_i-\mathbf R_{i-1}|\right)\mathbf t_i .
\end{equation}
The projection stops images from sliding downhill, and the spring acts along the band alone. The tangent is always directed toward increasing $i$. When the energy is monotonic across $i$, it lies along the segment shared with the neighbour of higher energy: $\mathbf R_{i+1}-\mathbf R_i$ if the energy rises with $i$, and $\mathbf R_i-\mathbf R_{i-1}$ if it falls. At a local extremum it is the normalized sum of the two segments $\mathbf R_{i+1}-\mathbf R_i$ and $\mathbf R_i-\mathbf R_{i-1}$, weighted by the two absolute energy differences; the larger weight goes to the segment leading to the higher neighbour.

The highest image has no spring and climbs under $\mathbf F-2(\mathbf F\cdot\mathbf t)\mathbf t$. Near a saddle, $\mathbf F=-H\mathbf u$, where $H$ is the Hessian and $\mathbf u$ the displacement. In two dimensions let $\lambda_1<0<\lambda_2$ be its eigenvalues and $\theta$ the angle between $\mathbf t$ and the unstable direction. With $\mathbf t$ held fixed, steepest descent obeys $\dot{\mathbf u}=-B\mathbf u$ with $B=(1-2\mathbf t\mathbf t^T)H$, and
\begin{align}
\det B&=-\lambda_1\lambda_2>0,\\
\mathrm{tr}\,B&=\lambda_1+\lambda_2-2(\lambda_1\cos^2\theta+\lambda_2\sin^2\theta)
=(\lambda_2-\lambda_1)\cos2\theta .
\end{align}
Both eigenvalues of $B$ have positive real part when $\theta<45^\circ$. A band too coarse to meet this condition can drive the climbing image away from the saddle.

\subsection{Acceptance}

Let $f_i$ be the magnitude of the band force without its spring part. The band is accepted when $f_i<f_{\rm tol}$ for all images, with true energies and gradients throughout. This costs at least $N$ calls, but it makes the acceptance test independent of the quality of the surrogate. It says nothing about the surface between images.

For the climbing image, $f$ equals $|\nabla V|$, because reversing one component preserves the length. If its residual gradient is $\mathbf g=H\mathbf u$, then to leading order near a nondegenerate saddle
\begin{equation}
|\mathbf u|\le\frac{|\mathbf g|}{\min|\lambda|},\qquad
|\Delta V|=\tfrac12\left|\mathbf g^TH^{-1}\mathbf g\right|\le\frac{|\mathbf g|^2}{2\min|\lambda|}.
\label{eq:bound}
\end{equation}

\section{The scheme}

\begin{verbatim}
data = energies, gradients of both end points
fit surrogate;  band = start = straight line
repeat
    verified = {}
    repeat
        i = unverified image with largest sigma
        true call at i; add to data; refit surrogate
        add i to verified
        f = spring-free forces, using true values on
            verified images, surrogate values elsewhere
        if f >= f_tol on any verified image: leave loop
        if all images verified: return band
    band = relax(start) on surrogate
    if band strayed or folded: start = straight line
    else:                      start = band
\end{verbatim}

The inner loop does not move the band, so earlier verifications stay valid as positions; their tangents are updated as neighbours become known. A relaxation has \emph{strayed} when some image is farther than $0.5$ from every data point. It stops there, and the next true call is made on that band. A band is \emph{folded} when two successive segments turn by more than $120^\circ$.

Relaxation uses the FIRE optimizer. With all image forces collected in $\mathbf F$ and velocities in $\mathbf v$, a step with $\mathbf F\cdot\mathbf v>0$ first replaces $\mathbf v$ by $(1-\alpha)\mathbf v+\alpha|\mathbf v|\mathbf F/|\mathbf F|$. After more than five such steps in a row, the time step $\Delta t$ grows by a factor $1.1$ up to a ceiling and $\alpha$ shrinks by $0.99$. Whenever $\mathbf F\cdot\mathbf v\le0$ after the first step, $\mathbf v$ is set to zero, $\Delta t$ is halved and $\alpha$ returns to $0.1$. The start is at rest, with $\alpha=0.1$ and $\Delta t$ at half its ceiling. Then $\mathbf v$ increases by $\Delta t\,\mathbf F$ and the images move by $\Delta t\,\mathbf v$, with no image moving more than $0.1$. Climbing starts once the largest $f_i$ is below $30$. On the surrogate the ceiling is $0.015$, and relaxation ends at $f_i<0.2f_{\rm tol}$ or after 300 steps.

For a harmonic mode of stiffness $\kappa$, the last two updates without mixing or resets give
\begin{equation}
x_{j+1}-(2-\kappa\Delta t^2)x_j+x_{j-1}=0 .
\end{equation}
The product of the two roots is $1$, and they lie on the unit circle when $|2-\kappa\Delta t^2|<2$, that is, $\Delta t<2/\sqrt\kappa$. A ceiling of $0.015$ tolerates $\kappa$ up to about $1.8\times10^4$, and $0.030$ up to $4.4\times10^3$. Beyond that, the resets have to reduce the step.

\section{Worked example}

\subsection{Surface and reference}

The Muller-Brown surface is a dimensionless model, and its own units are used for energy and length:
\begin{equation}
V=\sum_{q=1}^4A_q\,e^{a_q(x-x_q)^2+b_q(x-x_q)(y-y_q)+c_q(y-y_q)^2},
\end{equation}
\begin{center}
\begin{tabular}{rrrrrr}
$A_q$&$a_q$&$b_q$&$c_q$&$x_q$&$y_q$\\
$-200$&$-1$&$0$&$-10$&$1$&$0$\\
$-100$&$-1$&$0$&$-10$&$0$&$0.5$\\
$-170$&$-6.5$&$11$&$-6.5$&$-0.5$&$1.5$\\
$15$&$0.7$&$0.6$&$0.7$&$-1$&$1$
\end{tabular}
\end{center}

Root finding on the gradient gives minimum A at $(-0.558,1.442)$ with $V=-146.70$, minimum B at $(0.623,0.028)$ with $V=-108.17$, and a saddle at $(-0.822,0.624)$ with $V=-40.665$. The barrier from A is $-40.665+146.700=106.035$. The Hessian eigenvalues at the saddle, from differences of the gradient, are $-750.9$ and $490.2$.

That this saddle controls the passage from A to B can be seen without a band. On a grid of spacing $0.005$ covering $-1.7<x<1.3$ and $-0.5<y<2.2$, the region below a level is flooded, and the level is bisected until A and B just join. They join at $-40.667$. The difference of $0.002$ from the saddle energy is within what the grid permits: a diagonal step can straddle the ridge by $0.0035$ on each side, which lowers the level by up to $\tfrac12(750.9)(0.0035)^2\approx0.005$.

\subsection{Call counts}

All runs use $N=11$, $k_s=500$, $f_{\rm tol}=1$, $\epsilon=10^{-9}$ and the same straight starting line. The ordinary NEB runs FIRE directly on the true surface at $N$ calls per iteration. With time-step ceilings $0.010$, $0.015$, $0.020$, $0.025$ and $0.030$ it takes $100$, $83$, $77$, $92$ and $84$ iterations. The cheapest run, $77\times11=847$ calls, is the reference. It is not a lower limit for an ordinary NEB. Damped dynamics with a fixed time step of $0.020$ and the same limit on image moves, in which $\mathbf v$ is first set to zero if $\mathbf F\cdot\mathbf v<0$, then multiplied by $0.95$ and increased by $\Delta t\,\mathbf F$, converges in $37$ iterations, or $407$ calls. The step matters: at $0.025$ the same dynamics has not converged after $1500$ iterations.

\begin{center}
\begin{tabular}{lr}
Method&True calls\\
Ordinary NEB, best of five&847\\
Surrogate, all images each round&55\\
Surrogate, random image, three seeds&30, 40, 41\\
Surrogate, most uncertain image&28
\end{tabular}
\end{center}

The most-uncertain rule saves $847-28=819$ calls, or $96.7\%$ of the reference, a ratio of $30.2$. Against the $407$ calls of the damped dynamics the ratio would be $14.5$, so the gain depends strongly on the optimizer used for comparison. Most of the gain comes from the surrogate itself: even the rule that evaluates all images saves a factor of $15$. The random rule averages $37$ calls, but one of its three runs needs just two more than the uncertainty rule. Over ten seeds the random rule needs $30$ to $46$ calls, $38.6$ on average. The count of the uncertainty rule also scatters: displacing the starting images at random by $10^{-3}$ to $10^{-2}$ gave $29$, $31$ and $32$ calls in three trials. Runs on one surface do not establish a general ranking.

The 28 calls divide simply. The last $11$ form the certificate. The other $17$ were followed by $17$ relaxations, so each earlier band failed at its first checked image. Since the certificate alone needs $11$ calls, no selection rule could raise the ratio above $847/11=77$ under this acceptance criterion and reference.

Calls are not waiting time. If 11 evaluations can run at once, the all-image rule needs $55/11=5$ successive batches, whereas the one-image rule as written makes 28 successive calls. Because the band is fixed during the certificate, the last ten of these could run together, which would leave 19 batches. The ordinary NEB needs 77 batches. The one-image rule is the choice for limited total computing time, and the all-image rule for limited waiting time, as far as this example goes.

\subsection{Accuracy of the band}

The accepted surrogate band has a largest true $f_i$ of $0.545$. Its climbing image has gradient $0.063$, and \eqref{eq:bound} limits its displacement to $0.063/490.2=1.3\times10^{-4}$; the actual distance from the saddle is $1.2\times10^{-4}$. The energy bound is $0.063^2/980.4=4\times10^{-6}$, negligible beside the barrier. A gradient just at the tolerance would still give an energy error of no more than about $0.001$.

The band also crosses a second, lower hump. Images 8 to 11 have energies $-80.72$, $-74.98$, $-76.63$ and $-98.30$. No image climbs there, so this run does not determine the height of the second barrier. If it is needed, a separate band should be started between the intermediate minimum and B.

\subsection{How far the uncertainty can be trusted}

\begin{center}
\begin{tabular}{rrrr}
Call&Image&$\sigma$ before call&Actual energy error\\
1&6&10.1&89.8\\
4&3&35.7&46.8\\
14&3&0.293&0.747\\
17&4&0.048&0.070\\
28&4&0.0009&0.0003
\end{tabular}
\end{center}

In $26$ of the $28$ calls the error lies within $2\sigma$. The two exceptions are calls 1 and 14. The first misses by almost $9\sigma$, mainly for a reason visible in \eqref{eq:scale}. The initial data are two minima: both gradients vanish, and after subtracting $m=-108.17$ the one nonzero entry of $\mathbf y$ is $-38.53$. For given $l$, this difference alone sets $s$, and nothing in the data tells of the height of a barrier. Rescaling the difference would not change $l$; the vanishing gradients favour a long one, and the fit stops at the upper edge of the grid. It gives $s=15.7$ and $l=0.60$, against the final $37.2$ and $0.30$. With the final $s$ and $l$ on the same two points, $\sigma$ would be $37.2$ and the error $78.8$, or $2.1\sigma$. Early values of $\sigma$ can rank images, but they are not error bars.

Late values have another limit. The diagonal term acts as noise of variance $\epsilon s^2$, so at a point already evaluated $\sigma$ can be as large as about $\sqrt\epsilon\,s=3.2\times10^{-5}\times37.2=0.0012$. The last $\sigma$ in the table is of this size. Ranking images by such values has little meaning, which does no harm in a certificate that succeeds, because every image is then evaluated anyway. In a check that fails partway, the order decides how many calls are spent before the failure shows.

\section{Cost and failure modes}

A Cholesky factorization of $C$ takes about $n^3/6$ multiplications and as many additions for each trial length, and one surrogate force on the whole band takes of order $NMD$ operations. Here the final data set has $28+2=30$ points and $n=30\times3=90$. The 17 relaxations used $959$ surrogate iterations in total, more than twelve times the 77 of the reference, but none of these costs a true call. The accelerated run took $0.42$~s. Neglecting the reference's own overhead, it saves time if a true call costs more than $0.42\,\mathrm{s}/819=0.51$~ms. This figure belongs to one computer and one implementation. For a potential that is cheaper to evaluate, the ordinary NEB is faster despite its larger count.

The following conditions can defeat the scheme.
\begin{itemize}
\item \emph{Nearly coincident data.} As the band settles, new points approach old ones and $C$ becomes nearly singular. The term $\epsilon$ keeps it invertible. Too large an $\epsilon$ blurs the surrogate forces, so more true calls are needed before the band meets $f_{\rm tol}$. In the example the count is $28$ or $29$ for $\epsilon$ from $10^{-11}$ to $10^{-7}$, and $39$, $40$ and $45$ for $10^{-6}$, $10^{-5}$ and $10^{-4}$, with the number of relaxations nearly unchanged.
\item \emph{Noisy forces.} If the true forces carry noise, energies and gradients need separate diagonal terms matched to that noise, and $f_{\rm tol}$ must lie above it.
\item \emph{One length for all regions.} A surface with both sharp walls and flat valleys violates the assumption of a uniform $l$. The posterior can then be overconfident near the walls.
\item \emph{A wrong valley.} The certificate establishes small band forces at the images. It does not rule out another path with a lower barrier. The flooding calculation does so here, to within its grid error, but it is practical in few dimensions only.
\end{itemize}

\section{Transfer to diffusion barriers}

For an atom migrating in an oxide or a barrier layer, a true call is a self-consistent electronic-structure calculation, which typically takes minutes or more. That is far above the break-even cost found here, but that cost belongs to $n=90$; it grows with the dimension, as estimated below, and is not computed here for a solid. The tolerance can be compared through the dimensionless ratio of force times image spacing to barrier. With the spacing of about $0.2$ on the longer side of the saddle, it is $1\times0.2/106\approx0.002$. For a barrier of $1$~eV and images $0.05$~nm apart this corresponds to about $0.04$~eV/nm. A looser tolerance could shorten both methods, by amounts not computed here.

One assumption that does not carry over to real systems is $D=2$. With 50 mobile atoms, $D=150$, and the same 30 data points would give $n=30\times151=4530$ instead of $90$. The factorization cost would grow by $(4530/90)^3\approx1.3\times10^5$, and more data would probably be needed. The ratio of 30 therefore should not be carried over to a solid. What does carry over is the accounting: $N$ calls for the certificate, plus however many the surrogate needs to learn the path.
